\section*{The spherical part of the Luttinger Hamiltonian and its averaged coupling}

\section{A number between 2 and 4}

Take a cubic valence band with the round Luttinger parameters $\gamma_1=10$, $\gamma_2=2$, $\gamma_3=4$; they stand for no particular material. At wave vector $\mathbf k$ the heavy and light holes are separated by $2gk^2$, where $g$ depends on direction. Diagonalization gives $g=2.0000$ along $[100]$ and $g=4.0000$ along $[111]$. If the Hamiltonian matrix is instead averaged over all orientations of the crystal, the result is isotropic, with $g=3.2$ in every direction. This is neither the plain mean of $\gamma_2$ and $\gamma_3$, which is 3.0, nor the average of $g$ over directions, which is 3.3083. Where does 3.2 come from, and what does it represent?

The setting is the top of a valence band with large spin-orbit splitting, where a hole has angular momentum $J=3/2$. Hole energy is counted positive and atomic units are used, $\hbar=m_0=1$. Magnetic field, coupling to the split-off band, and terms due to missing inversion symmetry are left out. With $\{AB\}=(AB+BA)/2$, the Luttinger Hamiltonian is
\begin{equation}
H=\frac12\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_iJ_j\}\Big].
\label{lutt}
\end{equation}
The axes $x,y,z$ are the cubic axes.

\section{The simple case: equal parameters}

Set $\gamma_2=\gamma_3=\gamma$. In the square of $\mathbf k\cdot\mathbf J$ each pair $i<j$ appears in both orders:
\begin{equation}
(\mathbf k\cdot\mathbf J)^2=\sum_i k_i^2J_i^2+\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i)
=\sum_i k_i^2J_i^2+2\sum_{i<j}k_ik_j\{J_iJ_j\}.
\end{equation}
The last two terms of (\ref{lutt}) therefore combine into $-2\gamma(\mathbf k\cdot\mathbf J)^2$ inside the bracket, and
\begin{equation}
H=\frac{\gamma_1k^2}{2}-\gamma\Big[(\mathbf k\cdot\mathbf J)^2-\tfrac54k^2\Big].
\label{sphere}
\end{equation}
Only scalars appear, so rotating $\mathbf k$ and $\mathbf J$ together changes nothing. The component of $\mathbf J$ along $\mathbf k$ is $\pm3/2$ or $\pm1/2$, for which the square bracket equals $(9/4-5/4)k^2=k^2$ or $(1/4-5/4)k^2=-k^2$. The energies are
\begin{equation}
E=k^2\Big(\frac{\gamma_1}{2}\mp\gamma\Big)=\frac{k^2}{2m},\qquad m=\frac{1}{\gamma_1\mp2\gamma}.
\label{mass}
\end{equation}
For $\gamma>0$ the upper sign is the heavy hole. At $\gamma=0$ all four states have mass $1/\gamma_1$, as they must when nothing couples the spin to the motion.

\section{Unequal parameters: five products}

To see what $\gamma_2$ and $\gamma_3$ multiply, remove the isotropic parts. Since $\sum_iJ_i^2=J(J+1)=15/4$, define the traceless tensors
\begin{equation}
K_{ij}=k_ik_j-\tfrac13\delta_{ij}k^2,\qquad Q_{ij}=\{J_iJ_j\}-\tfrac54\delta_{ij}.
\end{equation}
Their diagonal products sum to
\begin{align}
\sum_iK_{ii}Q_{ii}&=\sum_ik_i^2J_i^2-\tfrac54k^2-\tfrac13k^2\cdot\tfrac{15}{4}+3\cdot\tfrac13k^2\cdot\tfrac54\nonumber\\
&=\sum_ik_i^2J_i^2-\tfrac54k^2 .
\end{align}
The $\gamma_2$ terms of (\ref{lutt}), namely $\frac54\gamma_2k^2-\gamma_2\sum_ik_i^2J_i^2$, are thus $-\gamma_2\sum_iK_{ii}Q_{ii}$. The off-diagonal terms need no subtraction, and a sum over $i\neq j$ counts each pair twice. Hence
\begin{equation}
H=\frac{\gamma_1k^2}{2}-\gamma_2\sum_iK_{ii}Q_{ii}-\gamma_3\sum_{i\ne j}K_{ij}Q_{ij}.
\end{equation}

A symmetric traceless $3\times3$ matrix has five independent entries. An orthonormal basis, $\mathrm{Tr}(e_ae_b)=\delta_{ab}$, consists of two diagonal matrices,
\begin{equation}
e_1=\frac{\mathrm{diag}(-1,-1,2)}{\sqrt6},\qquad e_2=\frac{\mathrm{diag}(1,-1,0)}{\sqrt2},
\end{equation}
and three off-diagonal ones, $e_3,e_4,e_5$, with entries $1/\sqrt2$ at the positions $yz$, $zx$, $xy$ and their transposes. Let $K_a=\sum_{ij}(e_a)_{ij}K_{ij}$ and $Q_a=\sum_{ij}(e_a)_{ij}Q_{ij}$. Because the basis is orthonormal, the diagonal sum is $K_1Q_1+K_2Q_2$ and the off-diagonal sum is $K_3Q_3+K_4Q_4+K_5Q_5$. So
\begin{equation}
H=\frac{\gamma_1k^2}{2}-V,\qquad V=\sum_{a=1}^5c_aK_aQ_a,\qquad c=(\gamma_2,\gamma_2,\gamma_3,\gamma_3,\gamma_3).
\label{five}
\end{equation}
Equal parameters must reproduce (\ref{sphere}), which gives the identity
\begin{equation}
\sum_aK_aQ_a=(\mathbf k\cdot\mathbf J)^2-\tfrac54k^2 .
\label{ident}
\end{equation}
The parameter $\gamma_2$ governs two components and $\gamma_3$ governs three. It remains to show that a rotational average weights the five components equally.

\section{Averaging over rotations}

Let $R$ be a rotation and $U$ the matrix representing it on the four spin states, so that $U^\dagger J_iU=\sum_jR_{ij}J_j$. The Hamiltonian of the rotated crystal is
\begin{equation}
H_R(\mathbf k)=U\,H(R^{-1}\mathbf k)\,U^\dagger .
\end{equation}
Its spherical part $H_{\rm sph}$ is defined as the average of $H_R$ over all $R$, with the uniform weight that is unchanged when every $R$ is replaced by $SR$ with a fixed rotation $S$. A matrix that is already invariant is unaffected by this average, so the operation is a projection.

Both factors in (\ref{five}) transform alike. Multiplying the rule for $J_i$ by $U$ on the left and $U^\dagger$ on the right gives $J_i=\sum_jR_{ij}UJ_jU^\dagger$, and orthogonality of $R$ inverts this to $UJ_iU^\dagger=\sum_jR_{ji}J_j$. Likewise $(R^{-1}\mathbf k)_i=\sum_jR_{ji}k_j$. The tensor $K$ becomes $R^TKR$, so that
\begin{equation}
K_a\to\mathrm{Tr}(e_aR^TKR)=\mathrm{Tr}(Re_aR^TK)=\sum_bD_{ba}K_b,\quad D_{ba}=\mathrm{Tr}(e_bRe_aR^T),
\end{equation}
and $Q_a\to\sum_bD_{ba}Q_b$ in the same way. The $5\times5$ matrix $D$ is orthogonal because $e\to ReR^T$ preserves the trace product. With $C=\mathrm{diag}(c_a)$,
\begin{equation}
V\to\sum_{bd}K_b\,(DCD^T)_{bd}\,Q_d .
\end{equation}
The scalar $k^2$ is unchanged. Everything rests on the average $\bar C=\langle DCD^T\rangle$.

Two successive rotations give $D(S)D(R)=D(SR)$, and the weight is unchanged by $R\to SR$. Therefore $D(S)\bar CD(S)^T=\bar C$: the matrix $\bar C$ commutes with every $D(S)$, and hence with the generators of infinitesimal rotations. On a tensor $T$ these act as $G_iT=[L_i,T]$, where $L_i$ are the generators for ordinary vectors. Let $\mathbf u_\pm=\hat{\mathbf x}\pm i\hat{\mathbf y}$, so $L_z\mathbf u_\pm=\pm\mathbf u_\pm$ and $L_z\hat{\mathbf z}=0$. Since $L_i^T=-L_i$, a generator acts on a product $\mathbf a\mathbf b^T$ by the product rule, $G_i(\mathbf a\mathbf b^T)=(L_i\mathbf a)\mathbf b^T+\mathbf a(L_i\mathbf b)^T$. Write $\mathbf a\circ\mathbf b=\mathbf a\mathbf b^T+\mathbf b\mathbf a^T$. The five tensors
\begin{equation}
\mathbf u_-\circ\mathbf u_-,\quad \mathbf u_-\circ\hat{\mathbf z},\quad 2\hat{\mathbf z}\circ\hat{\mathbf z}-\mathbf u_+\circ\mathbf u_-,\quad \mathbf u_+\circ\hat{\mathbf z},\quad \mathbf u_+\circ\mathbf u_+
\end{equation}
are traceless and have $G_z=-2,-1,0,1,2$. These eigenvalues are distinct, so $\bar C$, which commutes with $G_z$, is diagonal in this basis, with entries $\lambda_m$.

The raising operator $L_+=L_x+iL_y$ gives $L_+\mathbf u_-=\alpha\hat{\mathbf z}$, $L_+\hat{\mathbf z}=\beta\mathbf u_+$ and $L_+\mathbf u_+=0$, where $(L_i)_{jk}=-i\epsilon_{ijk}$ yields $\alpha=2$ and $\beta=-1$, both nonzero. Applying $G_+$ repeatedly to the lowest tensor,
\begin{align}
\mathbf u_-\circ\mathbf u_-&\to2\alpha\,\mathbf u_-\circ\hat{\mathbf z}
\to2\alpha(\alpha\,\hat{\mathbf z}\circ\hat{\mathbf z}+\beta\,\mathbf u_+\circ\mathbf u_-)\nonumber\\
&\to6\alpha^2\beta\,\mathbf u_+\circ\hat{\mathbf z}\to6\alpha^2\beta^2\,\mathbf u_+\circ\mathbf u_+ .
\end{align}
No step gives zero. If $T_m$ has eigenvalue $m$, then $G_+\bar CT_m=\lambda_mG_+T_m$ while $\bar CG_+T_m=\lambda_{m+1}G_+T_m$. The two are equal, so $\lambda_{m+1}=\lambda_m$. All five entries coincide and $\bar C=\bar\gamma\,\mathbb 1$.

The value follows from the trace, which each orthogonal transformation preserves:
\begin{equation}
5\bar\gamma=\mathrm{Tr}\,\bar C=\mathrm{Tr}\,C=2\gamma_2+3\gamma_3 .
\end{equation}
With (\ref{ident}) this gives
\begin{equation}
H_{\rm sph}=\frac{\gamma_1k^2}{2}-\bar\gamma\Big[(\mathbf k\cdot\mathbf J)^2-\tfrac54k^2\Big],\qquad \bar\gamma=\frac{2\gamma_2+3\gamma_3}{5}.
\label{result}
\end{equation}

For $\gamma_2=\gamma_3=\gamma$ the average is $\gamma$, as it should be. In the example it is $(2\cdot2+3\cdot4)/5=16/5=3.2$, and an explicit numerical average of rotated Hamiltonians gives 3.200000. The plain mean 3.0 would give the two families equal weight, although one has two members and the other three.

In terms of the dimensionless coupling $\mu=2\bar\gamma/\gamma_1$, the spherical part is $\frac12\gamma_1\{k^2-\mu[(\mathbf k\cdot\mathbf J)^2-\frac54k^2]\}$. For $\bar\gamma>0$ its heavy mass is positive when $\mu<1$; here $\mu=0.64$.

\section{What is left over}

With $\Delta=\gamma_3-\gamma_2$, the remainder of $V$ has the coefficients
\begin{equation}
\gamma_2-\bar\gamma=-\tfrac35\Delta,\qquad \gamma_3-\bar\gamma=\tfrac25\Delta,
\label{rem}
\end{equation}
or $-1.2$ and $0.8$ in the example. Their weighted sum $2(-1.2)+3(0.8)$ vanishes, which is why the remainder averages to zero. To measure its size, the products of the $Q_a$ are needed.

Order the spin states as $3/2,1/2,-1/2,-3/2$. Let Pauli matrices $\sigma$ act between the upper and lower pair, and $\tau$ within each pair. The matrix elements of $J_+$ are $\sqrt3,2,\sqrt3$. Then $3J_z^2-15/4$ has the diagonal $(3,-3,-3,3)$, so $Q_1=\sqrt{3/2}\,\sigma_z\tau_z$. The two nonzero elements of $J_+^2$ are both $2\sqrt3$; from $J_x^2-J_y^2=(J_+^2+J_-^2)/2$ and $\{J_xJ_y\}=(J_+^2-J_-^2)/(4i)$ follow $Q_2=\sqrt{3/2}\,\sigma_x$ and $Q_5=\sqrt{3/2}\,\sigma_y$. The elements of $\{J_zJ_+\}$ are those of $J_+$ times the mean $J_z$ of the two states, $\sqrt3,0,-\sqrt3$, which gives $Q_4=\sqrt{3/2}\,\sigma_z\tau_x$ and $Q_3=\sqrt{3/2}\,\sigma_z\tau_y$. The five Pauli products square to one, are traceless, and anticommute pairwise. Hence
\begin{equation}
Q_aQ_b+Q_bQ_a=3\delta_{ab},\qquad \mathrm{Tr}(Q_aQ_b)=6\delta_{ab}.
\label{anti}
\end{equation}

For the average over directions $\mathbf n=\mathbf k/k$, isotropy requires
\begin{equation}
\langle n_in_jn_kn_l\rangle=A(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\end{equation}
Setting $i=j$, $k=l$ and summing gives $1=A(9+3+3)$, so $A=1/15$. Contracted with the traceless $e_a$ and $e_b$, the first term drops out and the other two are equal: $\langle K_aK_b\rangle=\frac{2}{15}k^4\delta_{ab}$.

Now replace $\bar\gamma$ in (\ref{result}) by a trial value $q$. The mean squared distance from the full matrix is
\begin{equation}
\sum_a(c_a-q)^2\cdot\tfrac{2}{15}\cdot6\,k^4=\tfrac45k^4\big[2(\gamma_2-q)^2+3(\gamma_3-q)^2\big].
\end{equation}
Its derivative vanishes at $5q=2\gamma_2+3\gamma_3$. Changing the coefficient of $k^2$ cannot help, since the $Q_a$ are traceless and the two errors add in square. The average is therefore also the least-squares spherical fit. Inserting (\ref{rem}), the remaining distance is
\begin{equation}
\tfrac45\Delta^2k^4\Big(2\cdot\tfrac{9}{25}+3\cdot\tfrac{4}{25}\Big)=\tfrac{24}{25}\Delta^2k^4,
\end{equation}
which is $3.84\,k^4$ here. Shared among four states, this gives the remainder matrix a root-mean-square eigenvalue of $\sqrt{3.84/4}\,k^2=0.98\,k^2$, about 31\% of the spherical coupling energy $3.2\,k^2$. This measures the matrix, not the shift of the bands: part of the remainder mainly turns the eigenvectors. With $\langle g^2\rangle=11.2$ and $\langle g\rangle=3.3083$ from the sections below, the band energies differ from the spherical ones by $\sqrt{\langle(g-\bar\gamma)^2\rangle}\,k^2=\sqrt{11.2-2\cdot3.2\cdot3.3083+3.2^2}\,k^2=0.52\,k^2$ in the root mean square. That is 16\% of the coupling energy and 29\% of the spherical heavy-hole energy $1.8\,k^2$, so for heavy holes warping is not a small correction in this example.

\section{From the matrix to the energies}

The anticommutation rule (\ref{anti}) also gives the full spectrum. In $V^2$ the cross terms cancel, leaving $V^2=\frac32\sum_ac_a^2K_a^2$. With $s=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$,
\begin{align}
K_1^2+K_2^2&=\sum_iK_{ii}^2=\sum_ik_i^4-\tfrac13k^4=\tfrac23k^4-2s,\\
K_3^2+K_4^2+K_5^2&=2s .
\end{align}
Put $t=3s/k^4$. Then $V^2=g^2k^4$ with
\begin{equation}
g^2=\gamma_2^2(1-t)+\gamma_3^2\,t,\qquad E=k^2\Big(\frac{\gamma_1}2\mp g\Big).
\label{g}
\end{equation}
Since $V$ is traceless, each sign occurs twice. Along $[100]$, $t=0$ and $g=|\gamma_2|$; along $[111]$, $t=1$ and $g=|\gamma_3|$. Along $[110]$, $t=3/4$, and the example gives $g=\sqrt{4/4+3\cdot16/4}=\sqrt{13}=3.6056$.

The heavy mass $1/(\gamma_1-2g)$ is $0.1667$, $0.3586$ and $0.5000\,m_0$ along $[100]$, $[110]$ and $[111]$. The spherical value is $1/(10-6.4)=0.2778\,m_0$. The light mass varies much less, from $0.0714$ to $0.0556\,m_0$, around a spherical value of $1/16.4=0.0610\,m_0$. The same change of $g$ matters more where it is subtracted from $\gamma_1/2$ and leaves a small difference.

At $k=0.02$ bohr$^{-1}$, $k^2=4\times10^{-4}$ and the spherical heavy-hole energy is $(5-3.2)k^2=7.2\times10^{-4}$ hartree, or 19.59 meV. The full Hamiltonian gives $1.2\times10^{-3}$ hartree along $[100]$ and $4.0\times10^{-4}$ along $[111]$. The spherical energy is 40\% below the first and 80\% above the second, relative to each. The spherical light hole lies at $8.2k^2=3.28\times10^{-3}$ hartree, or 89.25 meV. Neglecting the split-off band is justified when such energies are small compared with the spin-orbit splitting. At this $k$ that is a demanding condition: in a six-band model with the same spherical parameters the light-hole level drops to about 86 meV for a splitting of 800 meV and to about 82 meV for 340 meV, while the heavy-hole level is unchanged.

\section{Why the average splitting is larger}

The parameter $\bar\gamma$ comes from averaging matrices, whereas 3.3083 comes from averaging their eigenvalues. The largest absolute eigenvalue is a norm, and the norm of an average cannot exceed the average of the norms. For the rotated $V$ the norm is $gk^2$ in a rotated direction; for its average it is $|\bar\gamma|k^2$. Since a mean also cannot exceed the root mean square,
\begin{equation}
|\bar\gamma|\le\langle g\rangle\le g_{\rm rms},\qquad g_{\rm rms}^2=\frac{2\gamma_2^2+3\gamma_3^2}{5}=\bar\gamma^2+\frac{6}{25}\Delta^2 .
\label{bounds}
\end{equation}
Here $\langle t\rangle=3\cdot3\cdot\frac1{15}=\frac35$ was used in (\ref{g}), and the last form follows from (\ref{rem}). In the example the chain reads $3.2\le3.3083\le3.3466$.

The gap is of second order in the warping. For $\bar\gamma>0$, inserting (\ref{rem}) in (\ref{g}) gives
\begin{equation}
g^2=\bar\gamma^2+2\bar\gamma\Delta\big(t-\tfrac35\big)+\Delta^2\big(\tfrac9{25}-\tfrac t5\big),
\end{equation}
and expanding the square root through $\Delta^2$,
\begin{equation}
g=\bar\gamma+\Delta\big(t-\tfrac35\big)+\frac{\Delta^2}{2\bar\gamma}\Big[\tfrac9{25}-\tfrac t5-\big(t-\tfrac35\big)^2\Big]+O(\Delta^3).
\end{equation}
The linear term averages to zero. The quadratic one needs the variance of $t$. For three independent normal variables of unit variance, $\langle r^8\rangle=3\cdot5\cdot7\cdot9=945$, while $\langle x^4y^4\rangle=9$ and $\langle x^4y^2z^2\rangle=3$. Length and direction are independent, so on the unit sphere $\langle s^2\rangle=(3\cdot9+6\cdot3)/945=1/21$. The variance is $9(1/21-1/25)=12/175$, and
\begin{equation}
\langle g\rangle=\bar\gamma+\frac{\Delta^2}{2\bar\gamma}\Big(\frac6{25}-\frac{12}{175}\Big)+O(\Delta^3)=\bar\gamma+\frac{3\Delta^2}{35\,\bar\gamma}+O(\Delta^3).
\end{equation}
The example gives $3.2+12/112=3.3071$, close to 3.3083 even though $\Delta/\bar\gamma$ is 0.6.

A similar bound holds for the heavy mass. Let $\bar\gamma>0$ and let all masses be positive. The function $1/(\gamma_1-2g)$ is convex and increasing in $g$, so
\begin{equation}
\langle m_{\rm hh}\rangle\ge\frac1{\gamma_1-2\langle g\rangle}\ge\frac1{\gamma_1-2\bar\gamma}.
\end{equation}
In the example the averaged heavy mass is $0.3201\,m_0$, and the spherical $0.2778\,m_0$ lies 13\% below it. For light holes $1/(\gamma_1+2g)$ is convex but decreasing, the two inequalities point in opposite directions, and this argument fixes no order. Here the average, $0.0604\,m_0$, is slightly below the spherical value.

\section{Where the spherical picture fails}

An extreme case is $\gamma_2=3$, $\gamma_3=-2$. Then $\bar\gamma=(6-6)/5=0$, and the spherical part has no heavy-light splitting at all. Yet (\ref{g}) gives $g^2=9-5t\ge4$, so the true bands are split in every direction. The matrices cancel in the average; the splittings do not. The bound (\ref{bounds}) allows this, since it limits $\langle g\rangle$ from below.

A milder failure concerns a single crystal direction. For $\mathbf k$ along $[100]$ the bulk heavy mass is $1/(\gamma_1-2\gamma_2)$ for $\gamma_2>0$, with no influence of $\gamma_3$, and in the example the spherical mass exceeds it by 67\%. This concerns the bulk band only: in a narrow channel, confinement mixes heavy and light holes, and the mass along the channel can depend on $\gamma_3$ as well. The spherical part is a starting point for problems in which all directions enter on a similar footing, with the remainder (\ref{rem}) treated as a correction when $|\Delta|$ is small compared with $|\bar\gamma|$ and, for heavy-hole energies, also with $\gamma_1/2-|\bar\gamma|$. The example does not meet the second condition ($2$ against $1.8$), and with commonly quoted parameters for Si, Ge and GaAs the two quantities are also nearly equal; there the spherical heavy mass lies roughly 8 to 14\% below the direction-averaged one. The main values of the example are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
gamma1, gamma2, gamma3 (dimensionless): 10.0, 2.0, 4.0
Delta = gamma3 - gamma2 (dimensionless): 2.0
gamma_bar from formula (dimensionless): 3.200000
gamma_bar from rotation average (dimensionless): 3.200000
gamma_bar from least-squares fit (dimensionless): 3.200000
plain mean (gamma2+gamma3)/2 (dimensionless): 3.0000
mu = 2 gamma_bar/gamma1 (dimensionless): 0.6400
remainder coefficient, diagonal pair: -1.2000
remainder coefficient, off-diagonal triple: 0.8000
mean Tr(H-H_sph)^2 / k^4 (atomic units): 3.8400
wave vector size k (1/bohr): 0.020
[100] g (dimensionless): 2.0000
[100] heavy, light mass (m0): 0.1667, 0.0714
[100] heavy, light energy (hartree): 1.2000e-03, 2.8000e-03
[110] g (dimensionless): 3.6056
[110] heavy, light mass (m0): 0.3586, 0.0581
[110] heavy, light energy (hartree): 5.5778e-04, 3.4422e-03
[111] g (dimensionless): 4.0000
[111] heavy, light mass (m0): 0.5000, 0.0556
[111] heavy, light energy (hartree): 4.0000e-04, 3.6000e-03
spherical heavy, light mass (m0): 0.2778, 0.0610
spherical heavy, light energy (hartree): 7.2000e-04, 3.2800e-03
spherical heavy, light energy (meV): 19.59, 89.25
direction-averaged g (dimensionless): 3.3083
second-order estimate of averaged g (dimensionless): 3.3071
rms g over directions (dimensionless): 3.3466
direction-averaged heavy mass (m0): 0.3201
direction-averaged light mass (m0): 0.0604
mean of t, variance of t: 0.600000, 0.068571
small-warping test, Delta (dimensionless): 0.02
small-warping coefficient, numerical: 0.08572
small-warping coefficient, 3/35: 0.08571
\end{verbatim}
